# When a Polysilicon Gate Stops Screening a 50 meV Oxide Phonon

Take a polysilicon gate with $5.5\times10^{18}$ mobile electrons per cm³ on a 3 nm high-permittivity oxide. Against a static charge pattern of wavevector $0.256\ \mathrm{nm^{-1}}$ at the gate/oxide interface, these electrons cut the potential in the channel to 0.51 of its value without them. (The oxide keeps its electronic permittivity throughout this comparison, although its lattice would respond to a truly static charge.) Let the same pattern oscillate at a phonon energy of 50 meV, and the simplest dynamic model gives 1.40: the electrons strengthen the field. A model with thermal motion gives 0.99, almost no change in the field's strength.

The first dynamic number is the leading term of an expansion in $s=qv/\omega$, where $q$ is the in-plane wavevector, $\omega$ the phonon frequency and $v=\sqrt{kT/m_c}$ the thermal speed. The step towards the second is the correction in $s$.

## 1. Leading order: the density scale

Fields vary as $e^{iqx-i\omega t}$, in SI units and without retardation. Silicon has six valleys, equally filled. Along any cube axis two show the mass $m_l$ and four show $m_t$, so the mean inverse mass is

$$\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).$$

With $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$, $m_c=0.258\,m_0$.

When $s\to0$ an electron moves much less than a wavelength per cycle and feels a uniform field. With damping rate $\gamma$,

$$m_c(\ddot X+\gamma\dot X)=-eE\quad\Rightarrow\quad X=\frac{eE}{m_c\,\omega(\omega+i\gamma)} .$$

Without damping, $X$ is opposite to the force $-eE$; this is the inertial response. The polarization $-neX$ adds to that of the lattice, of relative permittivity $\varepsilon_s$:

$$\varepsilon_g=\varepsilon_s\left[1-\frac{n/n_c}{1+ig}\right],\qquad g=\frac{\gamma}{\omega},\qquad n_c=\frac{\varepsilon_0\varepsilon_s m_c\omega^2}{e^2}.$$

A free bulk oscillation needs $\varepsilon_g=0$. For $g=0$ this gives $n=n_c$, the density at which the bulk plasma energy equals the phonon energy. For 50 meV, $\omega=7.596\times10^{13}$ rad/s, and with $\varepsilon_s=11.7$

$$n_c=\frac{(8.854\times10^{-12})(11.7)(2.353\times10^{-31})(7.596\times10^{13})^2}{(1.602\times10^{-19})^2}\ \mathrm{m^{-3}},$$

which is $5.5\times10^{24}\ \mathrm{m^{-3}}$, or $5.5\times10^{18}\ \mathrm{cm^{-3}}$. It grows as the square of the phonon energy.

## 2. Leading order: the field in the channel

A vanishing bulk permittivity does not by itself say what the channel feels. Let the channel fill $z<0$, the oxide $0<z<t$ and the gate $z>t$. Treat the phonon as a prescribed charge sheet $\sigma$ at depth $z_0$ in an oxide of electronic permittivity $\varepsilon_{ox}$. The gate's back-action on the phonon is thereby left out.

In the oxide $\phi''=q^2\phi$. Below the sheet write $\phi=\phi_0h(z)$, and above it $\phi=Cu(z)$, with

$$h=\cosh qz+\frac{\varepsilon_{ch}}{\varepsilon_{ox}}\sinh qz,\qquad u=\cosh q(t-z)+\frac{\varepsilon_g}{\varepsilon_{ox}}\sinh q(t-z).$$

These match $e^{qz}$ in the channel, of permittivity $\varepsilon_{ch}$, and $e^{-q(z-t)}$ in the gate, with continuous normal displacement. At the sheet

$$\phi_0h=Cu,\qquad \varepsilon_{ox}(\phi_0h'-Cu')=\sigma/\varepsilon_0 .$$

Multiply the second equation by $u$ and replace $Cu$ by $\phi_0h$:

$$\phi_0\,\varepsilon_{ox}(h'u-hu')=\sigma u(z_0)/\varepsilon_0 .$$

The bracket does not depend on $z$, since its derivative is $h''u-hu''=0$. Evaluate it at $z=t$, where $u=1$ and $u'=-q\varepsilon_g/\varepsilon_{ox}$. Define $\varepsilon_{in}$ by $\varepsilon_{ox}h'(t)=q\varepsilon_{in}h(t)$. With $T=\tanh qt$,

$$\varepsilon_{in}=\varepsilon_{ox}\frac{\varepsilon_{ch}+\varepsilon_{ox}T}{\varepsilon_{ox}+\varepsilon_{ch}T},\qquad
\phi_0=\frac{\sigma\,u(z_0)}{\varepsilon_0q\,h(t)\,(\varepsilon_g+\varepsilon_{in})}.$$

Put $T_0=\tanh q(t-z_0)$. The part that depends on the gate is $(\varepsilon_{ox}+\varepsilon_gT_0)/(\varepsilon_g+\varepsilon_{in})$, and its derivative with respect to $\varepsilon_g$ has the sign of $T_0\varepsilon_{in}-\varepsilon_{ox}$. For $\varepsilon_{ch}>0$ this is negative, because $T_0\le T$ and

$$T\varepsilon_{in}=\varepsilon_{ox}\frac{\varepsilon_{ch}T+\varepsilon_{ox}T^2}{\varepsilon_{ox}+\varepsilon_{ch}T}<\varepsilon_{ox}.$$

As $n$ rises from zero to $n_c$ without damping, $\varepsilon_g$ falls from $\varepsilon_s$ to zero, so the channel field rises, for every $z_0$ in the oxide. In this local model the electrons below $n_c$ do worse than fail to screen.

## 3. Where reduction begins

Now put the phonon charge at the gate/oxide interface, so that $u=1$. Let $F$ be the channel potential divided by its value for $n=0$, at the same $q$ and $\sigma$:

$$F=\frac{\varepsilon_s+\varepsilon_{in}}{\varepsilon_g+\varepsilon_{in}}
=\frac{1}{1-\dfrac{n/n_r}{1+ig}},\qquad n_r=n_c\left(1+\frac{\varepsilon_{in}}{\varepsilon_s}\right).$$

The second form follows on inserting $\varepsilon_g$ and dividing by $\varepsilon_s+\varepsilon_{in}$. Multiplying above and below by $1+ig$ and taking the squared modulus,

$$|F|^2=\frac{1+g^2}{(1-n/n_r)^2+g^2}.$$

This is below one when $(1-n/n_r)^2>1$, that is, when $n>2n_r$. Damping lowers the peak at $n_r$ but leaves this edge in place. Far above it $F\approx-(1+ig)\,n_r/n$, which tends to the perfect-metal value of zero.

The example needs a wavevector. A channel electron of energy $kT$ at 300 K and mass $m_t$ has $k=0.359\ \mathrm{nm^{-1}}$, and after absorbing 50 meV it has $0.615\ \mathrm{nm^{-1}}$. The smallest transfer, with both wavevectors parallel, is $q=0.256\ \mathrm{nm^{-1}}$. With $t=3$ nm, $qt=0.768$ and $T=0.646$. For $\varepsilon_{ox}=5$ and $\varepsilon_{ch}=11.7$, $\varepsilon_{in}=5.95$, so

$$\frac{n_r}{n_c}=1+\frac{5.95}{11.7}=1.51,\qquad 2n_r=1.65\times10^{19}\ \mathrm{cm^{-3}}.$$

At $n_c$ the lossless ratio is $1/(1-1/1.508)=2.97$. A gate mobility of 100 cm²/Vs gives $g=e/(m_c\mu\omega)=0.896$, which lowers it to 1.40. So $n_c$ is a sufficient mark of failure in the lossless local gate, but in the local model reduction begins about three times higher. Thermal motion lowers this edge: at the same wavevector, section 6 gives a ratio of 0.59 at $2n_r$, where the local ratio is one. The warm, damped ratio crosses one near $5\times10^{18}\ \mathrm{cm^{-3}}$, and below that it reaches only about 1.03.

## 4. The response of warm electrons

At the chosen $q$, $s=0.447$, so thermal motion must be examined. Treat the electrons as one isotropic gas of mass $m_c$. This is exact for the leading term and for the static limit, but in the thermal corrections it ignores the differences between valleys. The motion is also treated classically, although at 300 K the phonon energy is 1.9 times $kT$ and the collision broadening $\hbar\gamma$ is 1.7 times $kT$, so the second decimal of the resulting field ratios should not be trusted. A quantum response with Fermi statistics and the separate valleys moves the dynamic ratios of section 6 little (0.99 to 0.96 at $n_c$, 0.59 to 0.60 at $2n_r$) but weakens static screening more (0.51 to 0.56, and 0.33 to 0.40). Let $f_0$ be a Maxwell distribution, $w$ the velocity along a wavevector $\mathbf K$, and $U=-e\phi$ the potential energy. Collisions relax the disturbance $f_1$ towards $(n_1/n)f_0$, which conserves particle number. Since $\partial f_0/\partial w=-(m_cw/kT)f_0$, the linearized kinetic equation is

$$(-i\omega+iKw+\gamma)f_1+iKw\frac{U}{kT}f_0=\gamma\frac{n_1}{n}f_0 .$$

Let $\Omega=\omega+i\gamma$. Solving for $f_1$,

$$f_1=\frac{Kw\,U/kT+i\gamma\,n_1/n}{\Omega-Kw}\,f_0 .$$

Define the Maxwell average $W=\langle Kw/(Kw-\Omega)\rangle$. Then $\langle1/(\Omega-Kw)\rangle=(1-W)/\Omega$, and integrating over velocity gives

$$\frac{n_1}{n}=-W\frac{U}{kT}+\frac{i\gamma(1-W)}{\Omega}\frac{n_1}{n}
\quad\Rightarrow\quad \frac{n_1}{n}=-R\frac{U}{kT},\qquad R=\frac{\Omega W}{\omega+i\gamma W}.$$

The charge density $-en_1=-(ne^2/kT)R\phi$ enters Poisson's equation. With $\omega_p^2=ne^2/(\varepsilon_0\varepsilon_sm_c)=\omega^2n/n_c$,

$$\varepsilon(K)=\varepsilon_s\left[1+\frac{\omega_p^2}{K^2v^2}R\right].$$

For $Kv\ll|\Omega|$, expand $W$ using $\langle w^2\rangle=v^2$ and $\langle w^4\rangle=3v^4$; odd powers average to zero:

$$W\simeq-\frac{K^2v^2}{\Omega^2}-\frac{3K^4v^4}{\Omega^4},\qquad
R\simeq-\frac{K^2v^2}{\omega\Omega}\left[1+\frac{K^2v^2}{\Omega^2}(3+ig)\right].$$

The term $ig$ comes from expanding the denominator of $R$. The leading term restores the local $\varepsilon_g$. Without damping, the zero of $\varepsilon$ moves to

$$n_c(K)\simeq n_c\left(1-3K^2v^2/\omega^2\right).$$

Thermal pressure stiffens the plasma wave, so fewer electrons suffice. At $K=0.05\ \mathrm{nm^{-1}}$ the shift is 2%. At $0.256\ \mathrm{nm^{-1}}$ it would be 60%, too large for a first correction to be trusted.

## 5. The first correction at the surface is linear

The gate has a surface, so a single $q$ excites all normal wavevectors $k_z$. Assume that electrons reflect specularly. The half-space then equals an infinite gas with a mirrored potential, driven by a sheet of charge $2D_0$, where $D_0$ is the normal lattice displacement entering the gate. With $K^2=q^2+k_z^2$, the surface potential is

$$\phi(t)=\int_{-\infty}^{\infty}\frac{dk_z}{2\pi}\,\frac{2D_0}{\varepsilon_0K^2\varepsilon(K)} .$$

A local gate has $D_0=\varepsilon_0\varepsilon_gq\phi(t)$. Keeping that form defines $\varepsilon_{eff}$, which replaces $\varepsilon_g$ in the matching:

$$\frac1{\varepsilon_{eff}}=\frac q\pi\int_{-\infty}^{\infty}\frac{dk_z}{K^2\varepsilon(K)} .$$

Since $(q/\pi)\int dk_z/K^2=1$, subtracting the local value gives

$$\frac1{\varepsilon_{eff}}-\frac1{\varepsilon_g}=\frac q\pi\int_{-\infty}^{\infty}\frac{dk_z}{K^2}\left[\frac1{\varepsilon(K)}-\frac1{\varepsilon_g}\right].$$

The bracket vanishes as $K^2$ for small $K$ and tends to a constant for large $K$. The integral therefore draws on $K\sim\omega/v$, where $q$ may be dropped. With $k_z=\kappa\omega/v$,

$$\frac1{\varepsilon_{eff}}-\frac1{\varepsilon_g}\simeq s\,C,\qquad
C=\frac2\pi\int_0^\infty\frac{d\kappa}{\kappa^2}\left[\frac1{\varepsilon(\kappa\omega/v)}-\frac1{\varepsilon_g}\right].$$

Inverting, $\varepsilon_{eff}\simeq\varepsilon_g-\varepsilon_g^2Cs$, and hence

$$F\simeq F_{local}\left[1+\frac{\varepsilon_g^2\,C}{\varepsilon_g+\varepsilon_{in}}\,s\right].$$

The bulk correction is quadratic in wavevector, but the surface correction is linear. It comes from a layer of thickness about $v/\omega=1.7$ nm, which an electron crosses within a fraction of a cycle. The expansion holds at fixed nonzero damping. In the lossless gate at $n_c$, $\varepsilon_g=0$ and the subtraction fails.

At $n_c$ with damping, the full integral gives $|F|=1.301$, 1.277 and 1.212 at $q=0.02$, 0.05 and $0.10\ \mathrm{nm^{-1}}$, against local values of 1.325, 1.344 and 1.368. The reductions, relative to the local values, are 1.8%, 5.0% and 11%. The growth is close to linear in $q$, though somewhat faster. At $0.256\ \mathrm{nm^{-1}}$ the reduction is 30%, from 1.40 to 0.99, where the first-order formula gives 0.975. This closeness should not be leaned on, since $sC$ already misses the complex shift of $1/\varepsilon_{eff}$ by about a quarter; the full integral is used below.

## 6. What failure means at this wavevector

The oxide keeps $\varepsilon_{ox}=5$ here, so that only the gate's response changes. In the static limit $R=1$, so $K^2\varepsilon=\varepsilon_s(K^2+\omega_p^2/v^2)$. The surface integral then gives

$$\varepsilon_{eff}=\varepsilon_s\sqrt{1+\frac{\omega_p^2}{q^2v^2}} .$$

At $n_c$, $\omega_p=\omega$ and the root is $\sqrt{1+1/0.447^2}=2.45$. Thus $F=17.65/(28.7+5.95)=0.51$, the static number of the opening.

At $q=0.256\ \mathrm{nm^{-1}}$ the warm, damped gate compares with the static one as follows:

- $10^{18}\ \mathrm{cm^{-3}}$: 1.02 against 0.80.
- $n_c$: 0.99 against 0.51.
- $2n_r$: 0.59 against 0.33.

For charge at the gate/oxide interface, the gate at $n_c$ has lost nearly all its effect on the strength of the phonon field while still halving a static one. For a prescribed phonon the scattering strength carries $|F|^2$: 0.98 instead of 0.26 (about 0.93 instead of 0.31 with the quantum response). In this sense, at this wavevector and damping, dynamic screening fails below several $10^{18}\ \mathrm{cm^{-3}}$, but $n_c$ is a scale and not a switch. This conclusion concerns charge at the gate/oxide interface. For charge at the channel/oxide interface, the formula of section 2 with $\varepsilon_g=28.7$ gives a static reduction of only about 5% at this wavevector, so there is little screening to lose. Without gate electrons, the factor $u(z_0)$ also makes the channel potential of this charge 3.3 times that of an equal charge at the gate/oxide interface. For equal charges, the case studied here is thus the smaller contribution to the channel field. Nor does the conclusion carry over to all wavevectors: when $Kv\gg|\Omega|$, $R$ tends to one and the dynamic response approaches the static one. At $n_c$ this does not restore useful screening, because at such large wavevectors the static reduction is itself small.

## 7. Beside a real gate stack

The parameters are rough values for n-type polysilicon on a hafnium-oxide-like film. A strongly doped gate with $10^{20}$ electrons per cm³ has a plasma energy of 214 meV and a local, damped $|F|$ of 0.12. Its electrons are degenerate, with a mean energy 1.6 times the classical value, so the Maxwell correction is not applied there. At $n_c$ this mean-energy factor is only 1.04. The local value of 0.12 leaves out the finite screening length and overstates the reduction: a quantum response with Fermi statistics gives about 0.25. Nonparabolic bands raise $n_c$ by about 6%, and a gate at 400 K, with the same $q$ and mobility, has a warm $|F|$ at $n_c$ of 0.96 instead of 0.99.

Depletion matters more. In inversion, $10^{13}$ channel electrons per cm² must be balanced by gate charge. If ionized donors at $10^{20}\ \mathrm{cm^{-3}}$ supply it, the layer next to the oxide is emptied over 1.0 nm. A perfect conductor behind that layer presents $\varepsilon_s\coth(0.256)=46.7$ to the interface, since the potential must fall as a hyperbolic sine to zero across it. Then $F=17.65/(46.7+5.95)=0.34$ instead of zero. With the $10^{20}\ \mathrm{cm^{-3}}$ electron gas and its finite screening length behind the layer in place of a perfect conductor, $|F|$ is nearer 0.5. To balance the same channel charge by depletion alone, a gate doped only to $n_c$ would need a depleted layer of 18 nm and a band bending of 1.4 V. This exceeds the silicon gap of about 1.1 eV, so in equilibrium holes would gather at the oxide first. Either way, the uniform electron gas of sections 1 to 6 would not exist near the oxide. Those sections describe a gate close to flat band. The density that counts is that of mobile electrons near the oxide, which traps and incomplete ionization also lower.

The channel electrons respond too. Suppose first that they are cold and undamped, each moving much less than a wavelength per cycle. A sheet of density $N$ then carries the charge $Ne^2q^2\phi/(m_t\omega^2)$, which changes the channel permittivity to

$$\varepsilon_{ch}=\varepsilon_s-\frac{Ne^2q}{\varepsilon_0m_t\omega^2}=-62.6 .$$

This would raise $\varepsilon_{in}$ to 8.4 and the local edge $2n_r$ from 1.65 to $1.88\times10^{19}\ \mathrm{cm^{-3}}$. But $10^{13}$ electrons per cm² in two valleys of mass $m_t$ have a Fermi energy of 63 meV, and their Fermi velocity $v_F$ gives $qv_F/\omega=1.15$. The cold limit therefore does not apply, and neither the size nor the sign of $-62.6$ can be relied on. The edge is less sensitive: for any $\varepsilon_{ch}$ of large magnitude, $\varepsilon_{in}$ is close to $\varepsilon_{ox}/T=7.7$, which puts $2n_r$ near $1.8\times10^{19}\ \mathrm{cm^{-3}}$. The result of section 2 for every source depth assumed a real $\varepsilon_{ch}>0$ and does not cover this case. A thin silicon-oxide interlayer and the mixing of gate plasmons with the phonon are not sized here, so these ratios do not give a mobility. The computed values are collected in the numerical output below.

## Numbers as computed

```
phonon energy = 50.0 meV; angular frequency = 7.596e+13 rad/s
permittivity: silicon 11.7, oxide electronic 5.0, oxide static 20.0
masses: long 0.92, trans 0.19, conductivity 0.2583 m0
oxide thickness = 3.0 nm; temperature = 300 K
n_c = 5.480e+18 cm^-3 = 5.480e+24 m^-3
plasma energy at n_c from moving sheets = 50.000 meV
gate mobility = 100 cm2/Vs; hbar*gamma = 44.8 meV; g = 0.896
channel wavevectors: start 0.359, end 0.615, q = 0.256 nm^-1
q*t = 0.768; eps_in = 5.945
n_r = 8.265e+18 cm^-3; n_r/n_c = 1.508
edge 2*n_r = 1.653e+19 cm^-3; 2*n_r/n_c = 3.016
|F| at q: local lossless, local damped, warm damped, warm static
  1e18 cm^-3: 1.138, 1.070, 1.015, 0.797
  n_c: 2.968, 1.402, 0.988, 0.510
  2*n_r: 1.000, 1.000, 0.592, 0.334
gate of 1e+20 cm^-3: plasma energy = 213.6 meV
  local |F|: lossless 0.090, damped 0.121
warm damped, local damped, warm static |F| at n_c for smaller q:
  q = 0.02 nm^-1: 1.301, 1.325, 0.064
  q = 0.05 nm^-1: 1.277, 1.344, 0.146
  q = 0.10 nm^-1: 1.212, 1.368, 0.257
thermal speed = 1.327e+05 m/s; q*v/w = 0.447
warm damped |F| at n_c, same q, 400 K = 0.955
degeneracy: mean energy/(1.5 kT) = 1.035 at n_c, 1.105 at 2*n_r, 1.605 at 1e20 cm^-3
nonparabolic band (0.5 /eV) multiplies n_c by 1.064
channel sheet 1e+13 cm^-2: eps_channel = -62.6, eps_in = 8.38
  edge 2*n_r with channel electrons = 1.881e+19 cm^-3
depletion width of the 1e20 cm^-3 gate = 1.00 nm; q*width = 0.256
static oxide field = 0.90 MV/cm
```
